# Swapping heater and sensor on a leaky, nonuniform bar

Q: I have a metal strip that is wide at one end, narrow at the other, and loses heat to its surroundings all along. I heat the wide end and measure the heat arriving at the narrow end. Then I swap heater and sensor. Surely the two readings differ?

A: That depends on what you hold fixed, so let us set up the model first. Let $x$ run from $0$ to $L$, and let $\theta(x)$ be the steady temperature rise above an ambient that is the same everywhere. Assume that each cross-section has one temperature. The heat flowing to the right is

$$q=-K\theta',\qquad K(x)=\text{conductivity}\times\text{cross-section}>0 .$$

A slice of length $dx$ loses $g(x)\theta\,dx$ to ambient, with $g\ge 0$. What enters the slice minus what leaves it is this loss, $q(x)-q(x+dx)=g\theta\,dx$, so $q'=-g\theta$ and

$$(K\theta')'=g\theta. \tag{1}$$

For now $K$ and $g$ do not depend on temperature, so (1) is linear. No physical constant appears in it, and it reads the same in atomic units as in any others.

Q: And the ends?

A: The heater holds its end at $\theta_0$. The sensor holds the other end at ambient, $\theta=0$, and records the heat it absorbs. In the swap, $\theta_0$ stays the same. These conditions fix the profile: the difference $d$ of two solutions vanishes at both ends and obeys (1), so

$$0=\big[d\,Kd'\big]_0^L=\int_0^L (d\,Kd')'dx=\int_0^L\big(Kd'^2+g\,d^2\big)dx .$$

Both terms are non-negative, hence $d'=0$, and $d=0$ because it vanishes at the ends.

Q: The two profiles will look nothing alike. How can you compare their end flows without solving for them?

A: Take the two profiles per unit heater rise. Let $u$ be the left-heated one, $u(0)=1$, $u(L)=0$, and $v$ the right-heated one, $v(0)=0$, $v(L)=1$. Multiply the equation for $v$ by $u$, the equation for $u$ by $v$, and subtract:

$$u(Kv')'-v(Ku')'=guv-gvu=0 .$$

The left side is a total derivative, since

$$\big[K(uv'-vu')\big]'=u(Kv')'+Ku'v'-v(Ku')'-Kv'u' ,$$

and the second and fourth terms cancel. So $K(uv'-vu')$ has one value along the whole bar. At $x=0$, where $u=1$ and $v=0$, it is $K(0)v'(0)$. At $x=L$, where $u=0$ and $v=1$, it is $-K(L)u'(L)$. Therefore

$$-K(L)u'(L)=K(0)v'(0)\equiv T. \tag{2}$$

Q: Check the signs. One of those is a flow to the right and the other is not.

A: With the left end heated, heat leaves the bar at $x=L$ by flowing right, so the sensor receives $q(L)=-K(L)u'(L)$ per kelvin. With the right end heated, heat leaves at $x=0$ by flowing left, so the sensor receives $-q(0)=+K(0)v'(0)$. These are the two sides of (2). At equal heater rise both readings are $T\theta_0$, whatever the shapes of $K$ and $g$.

Q: Then the bar must also draw the same power from the heater in both cases.

A: It need not. The heat entering the hot end, per kelvin, is

$$G_l=-K(0)u'(0),\qquad G_r=K(L)v'(L)$$

for left and right heating. Integrating (1) over the bar gives

$$G_l-T=\int_0^L(Ku')'dx=\int_0^L gu\,dx,\qquad G_r-T=\int_0^L gv\,dx .$$

Each is an energy balance: power in, minus heat delivered, equals heat lost on the way. Subtracting,

$$G_l-G_r=\int_0^L g\,(u-v)\,dx. \tag{3}$$

The hot part of the bar sits over different loss in the two cases, so the loss differs, and the heater supplies the difference.

Q: When do the powers agree?

A: Without loss, $g=0$, the two energy balances above (3) give $G_l=G_r=T$. In a mirror-symmetric bar $v(x)=u(L-x)$, and the integral in (3) vanishes because $g$ is even about the middle and $u-v$ is odd. Agreement can also be accidental. Take uniform $K$, one loss peak near the left end and a second, broader one toward the right. With the first peak alone a numerical solution gave $G_l>G_r$; with a strong second peak it gave $G_l<G_r$. At some strength between, the powers are equal although the bar is not symmetric. So asymmetry with loss usually makes the powers differ, but does not guarantee it.

Q: Can I see which end needs more power without solving the whole problem?

A: For weak loss, yes. To first order in $g$, insert the lossless profiles into (3). There $Ku'$ is constant, so the temperature falls in proportion to the series resistance passed:

$$u=1-s,\quad v=s,\quad s(x)=\frac{\int_0^x dx'/K}{\int_0^L dx'/K},\qquad G_l-G_r\simeq\int_0^L g(1-2s)\,dx. \tag{4}$$

Loss lying before the half-resistance point makes the left end the expensive one to heat.

Q: My strip is a film on an oxide layer, with a silicon chip below as the heat sink. What does this give for it?

A: Let the film have thickness $t$ and conductivity $\kappa$, the oxide thickness $t_{ox}$ and conductivity $k_{ox}$, and let the width be $w=w_0-\alpha x$, ending at $w_L<w_0$. Heat drops straight through the oxide, so

$$K=\kappa t\,w,\qquad g=\frac{k_{ox}}{t_{ox}}\,w .$$

Here $\int dx/w=\alpha^{-1}\ln(w_0/w)$, so $s=\ln(w_0/w)/y$ with $y=\ln(w_0/w_L)$. With $dx=-dw/\alpha$, (4) needs

$$\int_{w_L}^{w_0}\!w\,dw=\frac{w_0^2-w_L^2}{2},\qquad \int_{w_L}^{w_0}\!w\ln\frac{w_0}{w}\,dw=\frac{w_0^2-w_L^2}{4}-\frac{w_L^2y}{2}.$$

The first minus $2/y$ times the second gives

$$G_l-G_r\simeq\frac{k_{ox}}{\alpha t_{ox}}\left[\frac{w_0^2+w_L^2}{2}-\frac{w_0^2-w_L^2}{2y}\right].$$

The ratio of the first term in the bracket to the second is $y\coth y$, which exceeds 1 because $\tanh y<y$. For weak loss, then, this taper always needs more power at its wide end.

Q: My loss is not weak. Most of the heat never arrives.

A: Then solve (1) fully. Dividing it by $\kappa t$ gives $(w\theta')'=w\theta/\lambda^2$, with the healing length

$$\lambda=\sqrt{\kappa t\,t_{ox}/k_{ox}} .$$

Use $z=w/(\alpha\lambda)$ as the variable. Since $d/dx=-\lambda^{-1}d/dz$,

$$\frac1z\frac{d}{dz}\left(z\frac{d\theta}{dz}\right)=\theta ,$$

whose solutions are the modified Bessel functions $I_0(z)$ and $K_0(z)$. Let $z_0$ and $z_L$ be the values of $z$ at the two ends. The left-heated profile is

$$u=\frac{I_0(z)K_0(z_L)-K_0(z)I_0(z_L)}{D},\quad D=I_0(z_0)K_0(z_L)-K_0(z_0)I_0(z_L).$$

The flow to the right is $-\kappa t w\,\theta'=Cz\,d\theta/dz$ with $C=\kappa t\alpha$. Now $I_0'=I_1$ and $K_0'=-K_1$, and $z(I_1K_0+K_1I_0)=1$: this combination is constant by the argument that led to (2), and its value follows from $I_0\to1$, $K_0\simeq-\ln z$ at small $z$. At $z_L$ the flow is therefore

$$T=C/D. \tag{5}$$

At $z_0$ the same flow gives

$$G_l=\frac{Cz_0}{D}\big[I_1(z_0)K_0(z_L)+K_1(z_0)I_0(z_L)\big].$$

For right heating $v=[I_0(z_0)K_0(z)-K_0(z_0)I_0(z)]/D$, and the power entering is minus the rightward flow:

$$G_r=\frac{Cz_L}{D}\big[I_0(z_0)K_1(z_L)+K_0(z_0)I_1(z_L)\big].$$

Q: Numbers, please.

A: Take an aluminium film 200 nm thick and 6000 nm long, narrowing from 4000 to 2000 nm, on 300 nm of oxide. Rough conductivities are 150 W/(m K) for the film and 1.3 W/(m K) for the oxide. The sink is at 300 K and the heater 10 K above it. Then

$$\lambda=\sqrt{150\times200\times300/1.3}\ \text{nm}=2631\ \text{nm},\qquad \alpha=\tfrac{2000}{6000}=\tfrac13 ,$$

so $z_0=3\times4000/2631=4.561$ and $z_L=2.280$. The prefactor is $C=10.0$ µW/K, and the Bessel functions give $D=1.478$. Hence $T=10.0/1.478=6.77$ µW/K, and the other two formulas give $G_l=41.25$ and $G_r=27.90$ µW/K. For 10 K:

- Wide end heated: 412.5 µW enters (2575 eV/ps), 344.9 µW is lost, 67.7 µW arrives.
- Narrow end heated: 279.0 µW enters (1742 eV/ps), 211.4 µW is lost, 67.7 µW arrives.

The heat arriving is 422 eV/ps both times. The profiles do differ: the midpoint is 3.38 K above the sink in the first case and 2.40 K in the second. Without loss $T$ would be $C/\ln 2=14.4$ µW/K, so the oxide roughly halves the reading.

Q: The widths differ by a factor 2, yet the powers only by 1.48. Why?

A: Look at a long strip, where the heat has died out before the far end and the hot end sees a single decaying solution. Its logarithmic slope $p=\theta^{-1}d\theta/dz$ obeys

$$p'+p^2+p/z=1 .$$

At large $z$ try $p=\pm1+c/z$. The terms of order $1/z$ give $\pm2c\pm1=0$, so $c=-\tfrac12$ for both signs. Heat entering at the wide end decays toward smaller $z$, which is $p\simeq1-1/(2z)$; from the narrow end it decays toward larger $z$, which is $p\simeq-1-1/(2z)$. The powers per kelvin are then

$$G_l\simeq C(z_0-\tfrac12),\qquad G_r\simeq C(z_L+\tfrac12),$$

or 40.6 and 27.8 µW/K, close to the full values. The leading terms $Cz_0$ and $Cz_L$ are in the ratio of the widths. The corrections $\mp\tfrac12$ reduce that ratio: from the wide end the heat runs into a narrowing strip, from the narrow end into a widening one.

Q: My heater is driven at constant power, not constant temperature.

A: Then the readings do change. With power $P$ the heater rises to $P/G_l$ or $P/G_r$, and the sensor receives $PT/G_l$ or $PT/G_r$. For 200 µW this is $200\times6.77/41.25=32.8$ µW from the wide end and 48.5 µW from the narrow end. The bar has not become a thermal rectifier: the narrow end simply gets hotter for the same power.

Q: And if my sensor end is not quite at ambient?

A: By linearity, end rises $\theta_a$ on the left and $\theta_b$ on the right give $\theta=\theta_au+\theta_bv$. The heat entering at the left and the heat leaving at the right are

$$Q_a=G_l\theta_a-T\theta_b,\qquad Q_b=T\theta_a-G_r\theta_b. \tag{6}$$

If the cold end sits at $\theta_c$, the sensor reads $T\theta_0-G_r\theta_c$ with the left end heated and $T\theta_0-G_l\theta_c$ after the swap. The readings differ by $(G_l-G_r)\theta_c$, here 13.3 µW per kelvin of offset. An offset of only 0.1 K gives 1.3 µW, or 2% of the reading. Unless $G_l=G_r$, the equality needs the far end to be at ambient temperature.

Q: Real contacts have resistance. Does that spoil the equality too?

A: It depends on whether the contacts move. A resistance that stays with its end of the bar is just one more stretch of nonuniform bar, and (2) covers it. Suppose instead that $R_h$ travels with the heater and $R_s$ with the sensor. With the left end heated, $\theta_a=\theta_0-R_hQ_a$ and $\theta_b=R_sQ_b$. Inserting these in (6),

$$(1+R_sG_r)Q_b=T\theta_a,\qquad (1+R_hG_l)\theta_a=\theta_0+R_hR_sT\,Q_b .$$

Multiply the first by $1+R_hG_l$ and insert the second:

$$Q_b=\frac{T\theta_0}{(1+R_hG_l)(1+R_sG_r)-R_hR_sT^2}.$$

The swap exchanges $G_l$ and $G_r$. The two denominators differ by $(R_h-R_s)(G_l-G_r)$, so equality needs equal contacts or equal input conductances. With chosen values $R_h=0.0020$ and $R_s=0.0005$ K/µW, the denominator for left heating is $1.0825\times1.0140=1.098$ (the last term is negligible), and the reading is 61.7 µW. After the swap it is 62.8 µW. The first is 1.8% below the second.

Q: Conductivities depend on temperature. Is that not how a thermal rectifier works?

A: It is one way. Its size can be derived here if the temperature coefficients $\beta$ and $\gamma$ are the same all along the bar. A bar joined from two materials with different $\beta$ can rectify even without loss, and is not covered. Let the conductance functions become $K(1+\beta\theta)$ and $g(1+\gamma\theta)$, and define $\phi=\theta+\beta\theta^2/2$, so that $\phi'=(1+\beta\theta)\theta'$. Inverting, $\theta\simeq\phi-\beta\phi^2/2$, and to first order in the coefficients

$$(K\phi')'=g\phi+\varepsilon g\phi^2,\qquad \varepsilon=\gamma-\beta/2 .$$

Heat the left end, multiply by $v$, and subtract $\phi(Kv')'=g\phi v$. Integration gives

$$\varepsilon\int_0^L g\phi^2v\,dx=\big[vK\phi'-\phi Kv'\big]_0^L=-Q_l+T\phi_0 ,$$

where $Q_l=-K(L)\phi'(L)$ is the heat arriving and $\phi_0$ is $\phi$ at the heater. On the left $\phi\simeq\phi_0u$ suffices. Right heating exchanges $u$ and $v$. Subtracting, with $\phi_0\simeq\theta_0$,

$$Q_l-Q_r\simeq-\varepsilon\theta_0^2\int_0^L g\,uv\,(u-v)\,dx. \tag{7}$$

The difference grows as $\theta_0^2$ and vanishes for a mirror-symmetric bar. It also vanishes if $\beta=2\gamma$, and then beyond first order: $g(1+\gamma\theta)\theta$ is $g\phi$ without approximation, so $\phi$ obeys (1).

Q: Is it large for my strip?

A: No. I take $\beta=0.0001$ and $\gamma=0.001$ per kelvin as rough magnitudes. Solving the nonlinear equation numerically by collocation at 10 K gives 67.55 µW from the wide end and 67.58 µW from the narrow end, a difference of 0.05%. At 1 K, (7) gives $-3.459\times10^{-4}$ µW and the numerical solution $-3.458\times10^{-4}$ µW. Neither the size nor the sign should be carried over to a real film. The oxide spans temperatures from $\theta$ down to zero, so $\gamma$ is half the temperature coefficient of the oxide's conductivity, and a film whose conductivity is lowered by impurities or grain boundaries can have $\beta$ near 0.001. With $\beta=0.0013$ and $\gamma=0.0005$ the difference at 10 K is about 0.01%, with the opposite sign.

Q: How far should I trust the 67.7 µW itself on a real chip?

A: To about ten percent at best, even if the conductivities were known. The dimensions and rough conductivities suit a thin-film microheater; dense chip wiring is much narrower. Heat also spreads sideways in the oxide. A two-dimensional estimate for wide strips adds $(4\ln2/\pi)t_{ox}$, about 265 nm, to the width in $g$. Solving again numerically, $T$ falls by 5.8% while $G_l$ and $G_r$ rise by 3.7% and 4.3%. Two other effects weaken the loss path. A rough interface resistance of $10^{-8}$ m²K/W is 4.3% of the oxide's resistance. The silicon, treated as heated over a disc of the strip's area and given 150 W/(m K), adds 5.4%. Because of the taper, the temperature is not quite uniform across the width: solving for the film as a plane trapezoid, symmetric about its axis, lowers $T$ by 1.3%, and $G_l$ and $G_r$ by 0.5% or less. With one edge straight and all the taper on the other, $T$ falls by 4.2%, and $G_l$ and $G_r$ by 0.9% and 1.5%. The drop through the film's thickness is only about 0.3% of that across the oxide, and blackbody radiation is about a millionth of the oxide loss. Electrons in aluminium travel roughly 20 nm between collisions, a tenth of the film thickness, so diffusive flow along the strip is reasonable. Scattering at the film's surfaces alone would lower the bulk conductivity by only about 4%; the 150 W/(m K) used here assumes a film with further scattering, for example at grain boundaries or impurities.

Q: Do those corrections break the equality of the two readings?

A: Edge spreading and interface resistance only change $g(x)$, so they shift both readings together. A warmed substrate can carry heat from one part of the strip to another, and the loss per length becomes $\int\Gamma(x,x')\theta(x')dx'$. Repeating the subtraction that led to (2) and integrating over the bar leaves

$$\int\!\!\int\big[u(x)\Gamma(x,x')v(x')-v(x)\Gamma(x,x')u(x')\big]dx\,dx' ,$$

which is zero if $\Gamma(x,x')=\Gamma(x',x)$. Under that condition the equality survives here as well. What breaks it in this example is a heater driven at fixed power instead of fixed temperature, a sensor end away from ambient, a sink temperature that other heat sources make uneven along the strip, unequal contacts that travel in the swap, or, much more weakly, temperature-dependent conductivities. The heater's own loss to the chip is not part of the 412.5 or 279.0 µW entering the strip, but it is one of those other heat sources: it warms the silicon under the strip. With the silicon treated as a half-space, both readings are 71.3 µW when the heater has no such loss. A square heater pad 4 µm on a side, on the same oxide, makes them 73.8 µW from the wide end and 75.1 µW from the narrow end, 1.9% apart; a 10 µm pad makes them 6.5% apart. If pads stay fixed at both ends and the sensor counts the heat reaching its pad as well as the heat from the strip, the equality holds again.

Numbers in the example were calculated in double precision.
